# Where the bands of metallic carbon nanotubes cross, part 1

(Sections cited here and not found follow in the second part.)

## First half: phases, metallic tubes and the axial period

### 1. An armchair tube with three phases

Take the (5,5) tube and ask for electron states that look the same all the way round it. Three unit complex numbers are enough to find where their bands meet.

The flat sheet has lattice vectors $\mathbf a_1$ and $\mathbf a_2$ of equal length $a$, at 60 degrees, so that

$$\mathbf a_1\cdot\mathbf a_1=\mathbf a_2\cdot\mathbf a_2=a^2,\qquad \mathbf a_1\cdot\mathbf a_2=\tfrac12a^2 .$$

Each lattice point $\mathbf r$ carries an atom A at $\mathbf r$ and an atom B at $\mathbf r+(\mathbf a_1+\mathbf a_2)/3$. The three nearest neighbours of the A atom are the B atoms belonging to the lattice points $\mathbf r$, $\mathbf r-\mathbf a_1$ and $\mathbf r-\mathbf a_2$. Their displacements from A are

$$\frac{\mathbf a_1+\mathbf a_2}{3},\qquad \frac{\mathbf a_2-2\mathbf a_1}{3},\qquad \frac{\mathbf a_1-2\mathbf a_2}{3}.$$

Because $|p\mathbf a_1+q\mathbf a_2|^2=a^2(p^2+pq+q^2)$, each displacement has squared length $a^2/3$.

The model keeps one pi orbital per atom and the same matrix element $-t$, with $t>0$, on every nearest-neighbour bond. The orbital energy is zero, there is one electron per atom, and spin merely doubles every level. Rolling the sheet is assumed to change which atoms are identified with one another, but not the hopping. This last assumption is reconsidered in section 10.

Let a state gain the phase $e^{i\alpha}$ when one moves by $\mathbf a_1$, and $e^{i\beta}$ when one moves by $\mathbf a_2$. With amplitudes $A$ and $B$ on the two atoms of the cell at the origin, the Schrödinger equation reads

$$EA=-t\,f\,B,\qquad EB=-t\,f^*A,\qquad f=1+e^{-i\alpha}+e^{-i\beta}.$$

The minus signs in the exponents come from the neighbours at $\mathbf r-\mathbf a_1$ and $\mathbf r-\mathbf a_2$. The second equation has $f^*$ because a B atom has its A neighbours at $\mathbf r$, $\mathbf r+\mathbf a_1$ and $\mathbf r+\mathbf a_2$. Multiplying the first equation by $E$ and inserting the second gives $E^2A=t^2|f|^2A$, hence

$$E=\pm t|f| .$$

The circumference of the (5,5) tube is $5(\mathbf a_1+\mathbf a_2)$. A state that looks the same all round is unchanged by the step $\mathbf a_1+\mathbf a_2$, so $\beta=-\alpha$ and

$$f=1+e^{-i\alpha}+e^{i\alpha}=1+2\cos\alpha .$$

It vanishes when $\cos\alpha=-\tfrac12$, that is, at $\alpha=\pm2\pi/3$.

The vector $\mathbf a_1-\mathbf a_2$ points along the axis, since $(\mathbf a_1-\mathbf a_2)\cdot(\mathbf a_1+\mathbf a_2)=a^2-a^2=0$. Its length is $a$, and it is the shortest lattice vector in that direction. So the axial period is $T=a$. The axial wave number $k$ is defined by the phase $e^{ikT}$ gained in one period:

$$kT=\alpha-\beta=2\alpha=\pm\frac{4\pi}{3}\equiv\mp\frac{2\pi}{3}\pmod{2\pi}.$$

The bands of this tube therefore meet at $k=\pm2\pi/(3T)$. The factor 2 in $2\alpha$ matters: moving by $\mathbf a_1$ advances only half a period along the axis and also turns the tube, so $\alpha$ is not $kT$.

### 2. The same phases on a zigzag tube

The (9,0) tube has circumference $9\mathbf a_1$. Returning to the starting point requires $9\alpha$ to be a multiple of $2\pi$. The axial direction is that of $\mathbf a_1-2\mathbf a_2$, because

$$\mathbf a_1\cdot(\mathbf a_1-2\mathbf a_2)=a^2-2\cdot\tfrac12a^2=0 .$$

Now $kT=\alpha-2\beta$. The zero found above, $\alpha=2\pi/3$ and $\beta=-2\pi/3$, is allowed on this tube because $9\alpha=6\pi$. Its axial phase is

$$kT=\frac{2\pi}{3}+\frac{4\pi}{3}=2\pi\equiv0 .$$

Reversing both phases gives $-2\pi\equiv0$. The same two sheet states thus appear at $k=0$ on one tube and at $\pm2\pi/(3T)$ on the other. What differs is the lattice vector that forms the axial period.

### 3. All states of a general tube

Let the circumference vector be

$$\mathbf C=n\mathbf a_1+m\mathbf a_2,\qquad n\ge m\ge0,\quad n>0 .$$

The tube is the sheet with points $\mathbf r$ and $\mathbf r+\mathbf C$ identified. Moving the whole sheet by $\mathbf a_1$ or $\mathbf a_2$ becomes a screw motion of the tube. With equal hopping on all bonds, both motions leave the Hamiltonian unchanged, and they commute with each other. All energy eigenstates can therefore be chosen to have definite phases $\alpha$ and $\beta$. No other kind of state has been left out.

Moving by $\mathbf C$ does nothing on the tube, so

$$n\alpha+m\beta=2\pi\mu,\qquad \mu\ \text{an integer}. \tag{1}$$

In the plane of the two phases this is a set of parallel lines. In terms of a sheet wave vector $\mathbf k$, one has $\alpha=\mathbf k\cdot\mathbf a_1$ and $\beta=\mathbf k\cdot\mathbf a_2$, and (1) becomes $\mathbf k\cdot\mathbf C=2\pi\mu$. The component of $\mathbf k$ around the tube is quantized, while the component along it is free.

Where can $f$ vanish? Write $u=e^{-i\alpha}$ and $v=e^{-i\beta}$. The condition $1+u+v=0$ gives $v=-1-u$, and since $|v|=1$,

$$1=|1+u|^2=2+2\cos\alpha,\qquad\text{so}\qquad \cos\alpha=-\tfrac12 .$$

If $\alpha=2\pi/3$, then $u=-\tfrac12-i\tfrac{\sqrt3}{2}$ and $v=-\tfrac12+i\tfrac{\sqrt3}{2}=e^{2\pi i/3}$, which means $\beta=-2\pi/3$. The other sign of $\alpha$ reverses both. Up to multiples of $2\pi$, the zeros are thus the two points

$$K:\ (\alpha,\beta)=\left(\frac{2\pi}{3},-\frac{2\pi}{3}\right),\qquad K':\ (\alpha,\beta)=\left(-\frac{2\pi}{3},\frac{2\pi}{3}\right). \tag{2}$$

Geometrically, three unit vectors add to zero when they point 120 degrees apart, and there are two orders in which to arrange them.

Inserting $K$ in (1) gives

$$n\frac{2\pi}{3}-m\frac{2\pi}{3}=\frac{2\pi(n-m)}{3}.$$

This is a multiple of $2\pi$ when, and only when, 3 divides $n-m$. The point $K'$ gives the same condition with the opposite sign. If the condition holds, the tube has states at $E=0$, where the filled lower levels meet the empty upper ones. If it fails, $|f|$ has no zero on the allowed lines. Phases differing by $2\pi$ are equivalent, so these lines form a closed and bounded set on which the continuous function $|f|$ attains a positive minimum. The tube then has a gap of $2t$ times that minimum.

In this model, then,

$$\text{the tube is metallic}\quad\Longleftrightarrow\quad 3\mid(n-m), \tag{3}$$

where the vertical bar means "divides". The four differences are 9 for (9,0), 3 for (6,3), 3 for (7,4) and 0 for (5,5). All four tubes are metallic.

### 4. A case on the other side: (8,0)

For (8,0) the difference is 8, and there must be a gap. It can be found by hand. Equation (1) gives $\alpha=2\pi\mu/8$, while $\beta$ is free. In

$$f=(1+e^{-i\alpha})+e^{-i\beta}$$

the bracket has length $2|\cos(\alpha/2)|$ and the last term has length 1. As $\beta$ varies, the smallest value of $|f|$ is reached when the two are opposite in direction:

$$|f|_{\min}=\bigl|\,2|\cos(\pi\mu/8)|-1\,\bigr| .$$

For $\mu=0,1,2,3,4$ this is about 1, 0.848, 0.414, 0.235 and 1, and the other $\mu$ repeat these values. The smallest belongs to $\mu=3$. With $t=2.70$ eV the gap is

$$2\times2.70\times0.2346\ \text{eV}=1.267\ \text{eV}.$$

Diagonalization of the tube Hamiltonian, built atom by atom in real space, also gives 1.267 eV. This is the value without curvature. With the s,p parameters of section 10, curvature raises it by roughly 4 to 7%, depending on how the hopping varies with bond length. Neither the size nor the sign of this correction is robust: the second parameter set of section 11 gives between about +3% and zero, and an extended Hückel model with orbital overlap and longer hops lowers the gap by about a fifth. This tube will be needed again, because its divisors resemble those of (9,0).

### 5. The shortest period along the axis

The wave number of a tube has a meaning only after its period has been fixed. A pure translation along the axis corresponds to a lattice vector $p\mathbf a_1+q\mathbf a_2$ perpendicular to $\mathbf C$. Adding full turns $\mathbf C$ gives nothing new, since they act as the identity. The scalar product is

$$
\begin{aligned}
(p\mathbf a_1+q\mathbf a_2)\cdot\mathbf C
&=a^2\left[pn+qm+\tfrac12(pm+qn)\right]\\
&=\tfrac12a^2\left[p(2n+m)+q(2m+n)\right].
\end{aligned}
$$

It must vanish. Define

$$d=\gcd(n,m),\qquad d_R=\gcd(2n+m,\,2m+n),$$

and write $2n+m=d_RP$ and $2m+n=d_RQ$, where $P$ and $Q$ have no common divisor greater than 1. The condition becomes $pP=-qQ$. Hence $Q$ divides $pP$, and as it shares no factor with $P$, it divides $p$. So $p=sQ$ with integer $s$, and then $q=-sP$. The shortest nonzero choice is $s=\pm1$. Taking $s=1$,

$$\mathbf T=t_1\mathbf a_1+t_2\mathbf a_2,\qquad t_1=\frac{2m+n}{d_R},\quad t_2=-\frac{2n+m}{d_R}. \tag{4}$$

The other sign would reverse the direction of positive $k$ and would exchange the two members of any pair $\pm k$.

For the length, use

$$
\begin{aligned}
(2m+n)^2+(2n+m)^2&=5n^2+5m^2+8nm,\\
(2m+n)(2n+m)&=2n^2+2m^2+5nm .
\end{aligned}
$$

In $t_1^2+t_1t_2+t_2^2$ the product enters with a minus sign, because $t_2$ is negative. The difference of the two lines is $3(n^2+nm+m^2)$, so

$$T=\frac{a\sqrt{3(n^2+nm+m^2)}}{d_R}=\frac{\sqrt3\,|\mathbf C|}{d_R}. \tag{5}$$

The number of lattice points, or hexagons, in one tube cell is the area spanned by $\mathbf C$ and $\mathbf T$ divided by that spanned by $\mathbf a_1$ and $\mathbf a_2$:

$$
N=|nt_2-mt_1|=\frac{n(2n+m)+m(2m+n)}{d_R}=\frac{2(n^2+nm+m^2)}{d_R}. \tag{6}
$$

Two limits agree with the earlier cases. For $n=m$ one has $d_R=3n$, so $(t_1,t_2)=(1,-1)$ and $T=a$. For $m=0$ one has $d_R=n$, so $(t_1,t_2)=(1,-2)$ and $T=\sqrt3\,a$. These are the axial vectors used in sections 1 and 2.

For the chiral tube (7,4), $2n+m=18$ and $2m+n=15$, so $d_R=3$ and $(t_1,t_2)=(5,-6)$. With $a=0.246$ nm,

$$T=\frac{0.246\sqrt{3\times93}}{3}\ \text{nm}=1.370\ \text{nm},\qquad N=\frac{2\times93}{3}=62 .$$

The cell holds $2N=124$ atoms. Its period is more than five times that of (5,5), although the diameters, $|\mathbf C|/\pi$, are 0.755 nm and 0.678 nm. The period depends on the arithmetic of $n$ and $m$ as well as on the size of the tube.

## Second half: the two crossing positions and their limits

The tube has circumference $\mathbf C=n\mathbf a_1+m\mathbf a_2$ and shortest axial vector $\mathbf T=t_1\mathbf a_1+t_2\mathbf a_2$, with $t_1=(2m+n)/d_R$ and $t_2=-(2n+m)/d_R$. Here $d=\gcd(n,m)$ and $d_R=\gcd(2n+m,2m+n)$. A state gains phases $\alpha$ and $\beta$ under steps $\mathbf a_1$ and $\mathbf a_2$, and $E=\pm t|f|$ with $f=1+e^{-i\alpha}+e^{-i\beta}$. The zeros of $f$ are $K=(2\pi/3,-2\pi/3)$ and $K'=-K$. They are allowed on the tube when 3 divides $n-m$. The cell contains $N$ hexagons.

### 6. Why $d_R$ has two possible values

Take out the common divisor: $n=dn'$ and $m=dm'$, with $\gcd(n',m')=1$. Then

$$d_R=d\,g,\qquad g=\gcd(2n'+m',\,2m'+n').$$

Since $g$ divides both numbers, it also divides the combinations

$$
\begin{aligned}
2(2n'+m')-(2m'+n')&=3n',\\
2(2m'+n')-(2n'+m')&=3m'.
\end{aligned}
$$

A common divisor of $3n'$ and $3m'$ divides $3\gcd(n',m')=3$. Thus $g$ is 1 or 3. To decide between them, write

$$2n'+m'=3n'-(n'-m'),\qquad 2m'+n'=3m'+(n'-m').$$

Both numbers are divisible by 3 when, and only when, $n'-m'$ is. Therefore

$$
d_R=\begin{cases}3d,&3\mid(n'-m'),\\ d,&3\nmid(n'-m').\end{cases} \tag{7}
$$

If $d_R=3d$, then $n-m=d(n'-m')$ is divisible by 3 and the tube is metallic. The reverse fails. When $d_R=d$, the factor 3 in $n-m$ has to come from $d$, so the tube is metallic if 3 divides $d$ and semiconducting otherwise. The tube (9,0) has $d=d_R=9$ and is metallic; (8,0) has $d=d_R=8$ and has the gap found in section 4. The word "metallic" is thus a needed condition in the rule for $d_R=d$.

### 7. The crossing positions

One axial period changes the phase of a state by

$$kT=t_1\alpha+t_2\beta\pmod{2\pi}. \tag{8}$$

At $K$ this is

$$
\begin{aligned}
(kT)_K&=\frac{2\pi}{3}(t_1-t_2)\\
&=\frac{2\pi}{3}\,\frac{(2m+n)+(2n+m)}{d_R}
=\frac{2\pi(n+m)}{d_R}.
\end{aligned} \tag{9}
$$

The factor 3 in $3(n+m)$ has cancelled the 3 in the denominator. At $K'$ the phase has the opposite sign. Now let the tube be metallic.

**Case $d_R=d$.** Equation (9) becomes $2\pi(n'+m')$, a multiple of $2\pi$. Both $K$ and $K'$ give $k=0$.

For metallic tubes with $d_R=d$, both $K$ and $K'$ lie at $k=0$. The case $d_R=3d$ remains, followed by the number and slope of the crossing levels and the effects of longer hops and curvature.

All numerical values are calculated from the stated model.
